# Small-component norm of Dirac-Coulomb bound states and its strong-coupling limit

## 1. Definitions and result

Consider one electron in the field of a fixed point charge. In atomic units, with the electron mass \(m\) kept as a variable, the Hamiltonian is

\[
H(m)=c\,\boldsymbol\alpha\cdot\mathbf p+\beta mc^2-\frac{Z}{r}.
\]

The physical electron has \(m=1\). The energy \(E\) includes the rest energy \(mc^2\). Two dimensionless quantities are used throughout:

\[
a=\frac{Z}{c}=Z\alpha_{\rm fs},\qquad \varepsilon=\frac{E}{mc^2},
\]

where \(\alpha_{\rm fs}\) is the fine-structure constant and \(0<a<1\).

In the standard representation \(\beta=\mathrm{diag}(1,1,-1,-1)\). The upper two components of \(\psi\) form the large component \(\phi\), the lower two the small component \(\chi\). Their norms are

\[
P_L=\int|\phi|^2d^3r,\qquad P_S=\int|\chi|^2d^3r,\qquad P_L+P_S=1 .
\]

With \(\kappa\) the Dirac angular quantum number, the radial functions \(G\) and \(F\) (\(r\) times the radial parts of \(\phi\) and \(\chi\), so that the norm is \(\int(G^2+F^2)\,dr\); see Section 4) behave at the origin as \(r^{\gamma}\) or \(r^{-\gamma}\), where \(\gamma=\sqrt{\kappa^2-a^2}\). Bound states are taken to have the regular behaviour \(r^{\gamma}\). For \(|\kappa|=1\) and \(a>\sqrt3/2\) we have \(\gamma<1/2\), so \(r^{-\gamma}\) is also square-integrable there. The regular behaviour is then a separate condition, which normalizability does not supply.

The result is that every such bound state satisfies

\[
P_S=\frac12\left(1-\frac{E}{mc^2}\right). \tag{1}
\]

At \(m=1\) this is \((1-E/c^2)/2\). The limit \(a\to1\) depends on the state. It is \(1/2\) for 1s, and smaller for every other state (Section 5).

If a program reports the energy relative to the rest energy, \(E_b=E-mc^2<0\), then (1) reads \(P_S=-E_b/(2mc^2)\). This form avoids subtracting two nearly equal numbers when \(a\) is small.

## 2. Proof by varying the mass

**The norm as an expectation value.** Since \(\beta\) is \(+1\) on the large and \(-1\) on the small component,

\[
\langle\beta\rangle=P_L-P_S=1-2P_S. \tag{2}
\]

It remains to find \(\langle\beta\rangle\), the coefficient of \(mc^2\) in the energy expectation value.

**Scaling.** Let \(H(1)\psi_1=E(1)\psi_1\), and define

\[
\psi_m(\mathbf r)=m^{3/2}\psi_1(m\mathbf r).
\]

The prefactor preserves the norm. Each derivative in \(\mathbf p\) brings out a factor \(m\), and \(Z/r=m\,Z/(mr)\). All three terms of \(H(m)\) therefore carry one factor \(m\):

\[
H(m)\psi_m=m\,m^{3/2}\,[H(1)\psi_1](m\mathbf r)=mE(1)\,\psi_m .
\]

Hence

\[
E(m)=mE(1). \tag{3}
\]

The behaviour \(r^\gamma\) is preserved, because \((mr)^\gamma\) is a multiple of \(r^\gamma\). A fixed mixture of \(r^\gamma\) and \(r^{-\gamma}\) would not be preserved: its mixing ratio changes by \(m^{2\gamma}\). Such a boundary condition contains a length, and the argument does not apply to it.

**Hellmann-Feynman with two masses.** Take \(m'\neq m\). The eigenvalue equation at \(m'\) gives

\[
\langle\psi_m|H(m')\psi_{m'}\rangle=E(m')\langle\psi_m|\psi_{m'}\rangle .
\]

Moving \(H(m)\) to the left in the corresponding element gives

\[
\langle\psi_m|H(m)\psi_{m'}\rangle=\langle H(m)\psi_m|\psi_{m'}\rangle=E(m)\langle\psi_m|\psi_{m'}\rangle .
\]

This step requires the surface term from integrating \(\mathbf p\) by parts to vanish. On a small sphere around the nucleus each wavefunction is of order \(r^{\gamma-1}\) and the area is of order \(r^2\), so the term is at most of order \(r^{2\gamma}\) and tends to zero. At infinity the wavefunctions decay exponentially.

Subtract the two equations, using \(H(m')-H(m)=(m'-m)c^2\beta\):

\[
(m'-m)c^2\langle\psi_m|\beta|\psi_{m'}\rangle=[E(m')-E(m)]\langle\psi_m|\psi_{m'}\rangle. \tag{4}
\]

As \(m'\to m\), the scaled function \(\psi_{m'}\) tends to \(\psi_m\) in norm, and \(\beta\) is bounded. Dividing (4) by \(m'-m\) and taking the limit gives the Hellmann-Feynman relation

\[
\frac{dE}{dm}=c^2\langle\beta\rangle. \tag{5}
\]

By (3), \(dE/dm=E(1)=E(m)/m\), so \(\langle\beta\rangle=E/(mc^2)\). Inserting this in (2) gives \(1-2P_S=E/(mc^2)\), which is (1).

Degeneracy needs no special treatment. The function \(\psi_1\) may be any normalized superposition within a level, and \(\psi_m\) is its own scaled partner.

Before the limit is taken, (3) and (4) also give an identity at finite mass difference:

\[
c^2\langle\psi_m|\beta|\psi_{m'}\rangle=E(1)\langle\psi_m|\psi_{m'}\rangle. \tag{6}
\]

Its limit \(m'\to m\) is (1); at finite mass difference it compares the radial functions at different points. For states with \(N=0\) (Section 4) the ratio \(F/G\) is a constant, both sides of (6) contain the same radial integral, and (6) reduces to (1) whatever the common radial shape.

## 3. What changes for another potential

Let \(V(r)\) be a central potential with \((rV)'\) bounded and with \(|rV|\) tending to a value below \(c\) at the origin. The bound state \(\psi\) is again taken to have the regular behaviour there. Here \(m\) is fixed, \(H\psi=E\psi\), and \(\psi_\lambda(\mathbf r)=\lambda^{3/2}\psi(\lambda\mathbf r)\). Scaling the eigenvalue equation gives

\[
[c\boldsymbol\alpha\cdot\mathbf p+\lambda\beta mc^2+\lambda V(\lambda r)]\psi_\lambda=\lambda E\psi_\lambda .
\]

Project this on \(\psi\), and subtract \(\langle H\psi|\psi_\lambda\rangle=E\langle\psi|\psi_\lambda\rangle\). The momentum terms cancel:

\[
(\lambda-1)mc^2\langle\psi|\beta|\psi_\lambda\rangle+\langle\psi|\lambda V(\lambda r)-V(r)|\psi_\lambda\rangle=(\lambda-1)E\langle\psi|\psi_\lambda\rangle .
\]

Divide by \(\lambda-1\) and let \(\lambda\to1\). The derivative of \(\lambda V(\lambda r)\) at \(\lambda=1\) is \(V+rV'=(rV)'\), so

\[
mc^2\langle\beta\rangle=E-\langle(rV)'\rangle,\qquad
P_S=\frac12\left(1-\frac{E-\langle(rV)'\rangle}{mc^2}\right). \tag{7}
\]

For \(V=-Z/r\) the product \(rV\) is constant and (1) returns. An extended nucleus or a screened potential has a nonzero extra term in general.

The expectation value of the Hamiltonian is \(E=\langle c\boldsymbol\alpha\cdot\mathbf p\rangle+mc^2\langle\beta\rangle+\langle V\rangle\). Comparison with (7) gives the virial relation

\[
\langle c\boldsymbol\alpha\cdot\mathbf p\rangle=\langle rV'\rangle. \tag{8}
\]

**Use in a finite basis.** The same expectation value, taken in any normalized eigenvector of the Hamiltonian matrix, gives with (2)

\[
\frac12\left(1-\frac{E}{mc^2}\right)-P_S=-\frac{\langle c\boldsymbol\alpha\cdot\mathbf p\rangle+\langle V\rangle}{2mc^2}.
\]

For a point nucleus the right side vanishes in the true bound state, but a fixed basis is in general not closed under scaling and leaves a remainder. A nonzero remainder beyond rounding and integration error therefore shows basis error. A zero remainder is necessary for convergence but does not prove it.

## 4. Bound-state energies

The limit of (1) requires \(\varepsilon\) as a function of \(a\). From here on \(\hbar=m=c=1\), so lengths are in reduced Compton wavelengths and \(V=-a/r\). Write

\[
\phi=\frac{G(r)}{r}\Omega_\kappa,\qquad \chi=\frac{iF(r)}{r}\Omega_{-\kappa},
\]

with normalized spinor spherical harmonics \(\Omega_{\pm\kappa}\). These obey \(\boldsymbol\sigma\cdot\mathbf L\,\Omega_\kappa=-(1+\kappa)\Omega_\kappa\) and \(\sigma_r\Omega_\kappa=-\Omega_{-\kappa}\). With \(\boldsymbol\sigma\cdot\mathbf p=\sigma_r(-i\partial_r+i\,\boldsymbol\sigma\cdot\mathbf L/r)\) it follows that

\[
\boldsymbol\sigma\cdot\mathbf p\,\frac{G}{r}\Omega_\kappa=\frac{i}{r}\left(G'+\frac{\kappa}{r}G\right)\Omega_{-\kappa}.
\]

The same identity with \(\kappa\to-\kappa\) acts on \(\chi\). The lower and upper halves of the Dirac equation become

\[
G'+\frac{\kappa}{r}G=\left(1+\varepsilon+\frac ar\right)F,\qquad
F'-\frac{\kappa}{r}F=\left(1-\varepsilon-\frac ar\right)G. \tag{9}
\]

Exponential decay requires \(|\varepsilon|<1\), with decay constant \(\lambda=\sqrt{1-\varepsilon^2}\). Set

\[
G=r^\gamma e^{-\lambda r}\sum_{k\ge0}g_kr^k,\qquad F=r^\gamma e^{-\lambda r}\sum_{k\ge0}f_kr^k .
\]

Collecting the coefficients of \(r^{\gamma+k-1}\) in (9) gives

\[
\begin{aligned}
(k+\gamma+\kappa)g_k-af_k&=\lambda g_{k-1}+(1+\varepsilon)f_{k-1}\equiv h_{k-1},\\
(k+\gamma-\kappa)f_k+ag_k&=(1-\varepsilon)g_{k-1}+\lambda f_{k-1}=\frac{\lambda}{1+\varepsilon}h_{k-1}.
\end{aligned}\tag{10}
\]

The last equality uses \(\lambda^2=(1-\varepsilon)(1+\varepsilon)\). For \(k=0\) the right sides are zero, and a nonzero solution requires \(\gamma^2-\kappa^2+a^2=0\), as stated in Section 1.

For \(k\ge1\) the determinant is \((k+\gamma)^2-\kappa^2+a^2=k(k+2\gamma)>0\). Solving (10) gives

\[
\begin{aligned}
\lambda g_k&=\frac{\lambda(k+\gamma-\kappa)+a(1-\varepsilon)}{k(k+2\gamma)}\,h_{k-1},\\
(1+\varepsilon)f_k&=\frac{\lambda(k+\gamma+\kappa)-a(1+\varepsilon)}{k(k+2\gamma)}\,h_{k-1}.
\end{aligned}
\]

Their sum is \(h_k\), and \(\kappa\) cancels in the numerator:

\[
h_k=\frac{2[\lambda(k+\gamma)-a\varepsilon]}{k(k+2\gamma)}\,h_{k-1}. \tag{11}
\]

If no \(h_k\) vanishes, the ratio \(h_k/h_{k-1}\) approaches \(2\lambda/k\) and the \(h_k\) eventually keep one sign. The sum \(\sum h_kr^k\) then grows essentially as \(e^{2\lambda r}\), so \(\lambda G+(1+\varepsilon)F\) grows as \(e^{+\lambda r}\) up to powers of \(r\). This is not normalizable. A bound state therefore needs \(h_N=0\) for some \(N\), after which all coefficients vanish by (10).

For a first zero at \(N\ge1\), (11) requires \(\lambda(N+\gamma)=a\varepsilon\). This makes \(\varepsilon\) positive, and it applies to both signs of \(\kappa\). Squaring gives \((1-\varepsilon^2)(N+\gamma)^2=a^2\varepsilon^2\), hence

\[
\varepsilon=\frac{N+\gamma}{\sqrt{(N+\gamma)^2+a^2}}. \tag{12}
\]

For \(N=0\), the first line of (10) at \(k=0\) gives \(f_0=(\gamma+\kappa)g_0/a\), and \(h_0=0\) becomes

\[
\lambda a+(1+\varepsilon)(\gamma+\kappa)=0 .
\]

This is impossible for \(\kappa>0\). For \(\kappa<0\) it gives \(\lambda/(1+\varepsilon)=(|\kappa|-\gamma)/a\). Squaring, with \(a^2=(|\kappa|-\gamma)(|\kappa|+\gamma)\), yields

\[
\frac{1-\varepsilon}{1+\varepsilon}=\frac{|\kappa|-\gamma}{|\kappa|+\gamma},\qquad\text{so}\qquad \varepsilon=\frac{\gamma}{|\kappa|},
\]

which is (12) at \(N=0\). The principal quantum number is \(n=N+|\kappa|\).

## 5. Limits of the small-component norm

**Weak coupling.** As \(a\to0\), \(\gamma\to|\kappa|\) and (12) gives \(\varepsilon\approx1-a^2/(2n^2)\). To leading order

\[
P_S\approx\frac{a^2}{4n^2}.
\]

At \(a=0.05\) the integrated value for 1s is \(6.254\times10^{-4}\), against \(6.250\times10^{-4}\) from this estimate.

**Strong coupling.** As \(a\to1\), \(\gamma\to\sqrt{\kappa^2-1}\). With \(s=N+\sqrt{\kappa^2-1}\), equations (1) and (12) give

\[
\boxed{\;P_S\longrightarrow\frac12\left(1-\frac{s}{\sqrt{s^2+1}}\right)\;} \tag{13}
\]

The value \(1/2\) requires \(s=0\), hence \(|\kappa|=1\) and \(N=0\). Since \(N=0\) requires \(\kappa<0\), this is 1s.

| State | \(\kappa\) | \(N\) | \(E/(mc^2)\) at \(a=1\) | \(P_S\) at \(a=1\) |
|---|---:|---:|---:|---:|
| 1s\(_{1/2}\) | −1 | 0 | 0 | 0.50000 |
| 2s\(_{1/2}\) | −1 | 1 | 0.70711 | 0.14645 |
| 2p\(_{1/2}\) | 1 | 1 | 0.70711 | 0.14645 |
| 2p\(_{3/2}\) | −2 | 0 | 0.86603 | 0.06699 |

These values come from integrating the radial equations directly at \(a=1\), with the solution that has no logarithm at the origin. They agree with (13).

**How 1s approaches its limit.** For 1s, \(\varepsilon=\gamma=\sqrt{1-a^2}\), so

\[
P_S=\frac{1-\sqrt{1-a^2}}2,\qquad \frac{dP_S}{da}=\frac{a}{2\sqrt{1-a^2}}. \tag{14}
\]

The slope diverges although \(P_S\) stays finite. At \(a=0.99\) the norm is 0.4295 and at \(a=0.999\) it is 0.4776, still visibly below \(1/2\). Extrapolating linearly in \(a\) is therefore unsuitable; \(P_S\) is linear in \(\gamma\).

The mean potential energy behaves differently. For 1s, \(\lambda=\sqrt{1-\gamma^2}=a\), and both radial functions are proportional to \(r^\gamma e^{-ar}\). Integration by parts gives \(2a\int r^{2\gamma}e^{-2ar}dr=2\gamma\int r^{2\gamma-1}e^{-2ar}dr\), so

\[
\left\langle\frac ar\right\rangle=a\,\frac{\int_0^\infty r^{2\gamma-1}e^{-2ar}dr}{\int_0^\infty r^{2\gamma}e^{-2ar}dr}=\frac{a^2}{\gamma}\longrightarrow\infty .
\]

By (8), \(\langle\boldsymbol\alpha\cdot\mathbf p\rangle\) equals the same quantity and cancels the potential energy \(-\langle a/r\rangle\). What remains is \(\varepsilon=\langle\beta\rangle\), which tends to zero: the large and small components then carry equal norm. At \(a=0.999\), \(\langle a/r\rangle\) is 22.32 in units of \(mc^2\), while \(\varepsilon\) is 0.0447.

These limits belong to the point-charge model. For an extended nucleus (7) must be used.

## 6. Worked example at \(a=0.6\)

For \(|\kappa|=1\), \(\gamma=\sqrt{1-0.36}=0.8\). The 1s state has

\[
\varepsilon=0.8,\qquad P_S=\frac{1-0.8}{2}=0.1 .
\]

In atomic units \(c^2=18778.87\) hartree, so \(E=0.8\,c^2=15023.09\) hartree.

For 2s\(_{1/2}\) and 2p\(_{1/2}\), \(N=1\) and

\[
\varepsilon=\frac{1.8}{\sqrt{1.8^2+0.6^2}}=\frac{1.8}{\sqrt{3.6}}=0.948683,\qquad
P_S=\frac{1-0.948683}{2}=0.025658 .
\]

Direct numerical integration of (9), with the energy found by matching and the norms found from the densities, reproduces these values.

The two-mass identity (6) can be seen in 2s\(_{1/2}\) with masses 1 and 1.7. The overlap is 0.744740, and

\[
0.948683\times0.744740=0.706522,
\]

which equals the separately integrated matrix element of \(\beta\).

**A smeared charge.** Replace the potential by \(V=-a(1-e^{-r/b})/r\) with \(b=0.05\) reduced Compton wavelengths. Then \((rV)'=-(a/b)e^{-r/b}\) is negative, so (7) puts \(P_S\) below the value given by (1). The computed 1s state has \(\varepsilon=0.803478\) and \(\langle(rV)'\rangle=-0.004999\). Hence

\[
\langle\beta\rangle=0.803478+0.004999=0.808477,\qquad P_S=\frac{1-0.808477}{2}=0.09576 .
\]

Equation (1) would give 0.09826, about 2.6% above the correct norm. This \(b\) is chosen large to make the effect visible. The charge density of the model is proportional to \(e^{-r/b}/r\), with root-mean-square radius \(\sqrt6\,b\approx47\) fm, far above the roughly 5.5 fm of a lead nucleus (\(a\approx0.6\)). With \(b\approx0.0058\), which matches that radius, the same model puts (1) only about 0.1% too high. The Hellmann-Feynman relation itself survives: at fixed \(b\), a finite difference in the mass gives \(dE/dm=0.80848\), equal to \(\langle\beta\rangle\) at the digits shown. What fails is the proportionality of \(E\) to \(m\), since \(E/m=0.80348\). The length \(b\) does not scale with the wavefunction.

The numerical check tests (1), (3), (6), (12), (13), (14), the weak-coupling estimate and \(\langle a/r\rangle=a^2/\gamma\) for the point charge, and (5) and (7) for the smeared charge, by direct integration and quadrature. The virial relation (8) and the finite-basis remainder are not computed separately.

## Calculated quantities

```
Energies in m c^2; lengths in reduced Compton wavelengths
coupling a = 0.6
1s1/2: E = 0.800000, integrated P_S = 0.100000, (1-E)/2 = 0.100000
2s1/2: E = 0.948683, integrated P_S = 0.025658, (1-E)/2 = 0.025658
2p1/2: E = 0.948683, integrated P_S = 0.025658, (1-E)/2 = 0.025658
2p3/2: E = 0.953939, integrated P_S = 0.023030, (1-E)/2 = 0.023030
3p3/2: E = 0.979369, integrated P_S = 0.010315, (1-E)/2 = 0.010315
1s energy with rest energy = 15023.09 hartree
rest energy c^2 = 18778.87 hartree
1s energy at mass 1.3: 1.040000, ratio to mass 1: 1.300000
smeared charge, length b = 0.05: E = 0.803478, P_S = 0.095761
  (1-E)/2 = 0.098261, mean of (rV)' = -0.004999
  dE/dm = 0.80848, mean beta = 0.80848, E/m = 0.80348
2s1/2, masses 1 and 1.7: overlap = 0.744740, beta element = 0.706522, E*overlap = 0.706522
2p1/2, masses 1 and 1.7: overlap = 0.861242, beta element = 0.817046, E*overlap = 0.817046
1s, a = 0.1: E = 0.994987, P_S = 0.002506, <a/r> = 0.01005, slope dP_S/da = 0.0503
1s, a = 0.3: E = 0.953939, P_S = 0.023030, <a/r> = 0.09435, slope dP_S/da = 0.1572
1s, a = 0.6: E = 0.800000, P_S = 0.100000, <a/r> = 0.45000, slope dP_S/da = 0.3750
1s, a = 0.9: E = 0.435890, P_S = 0.282055, <a/r> = 1.85827, slope dP_S/da = 1.0324
1s, a = 0.99: E = 0.141067, P_S = 0.429466, <a/r> = 6.94774, slope dP_S/da = 3.5090
1s, a = 0.999: E = 0.044710, P_S = 0.477645, <a/r> = 22.32156, slope dP_S/da = 11.1720
1s1/2, a = 0.05: P_S = 6.2539e-04, a^2/(4n^2) = 6.2500e-04
2s1/2, a = 0.05: P_S = 1.5637e-04, a^2/(4n^2) = 1.5625e-04
2p3/2, a = 0.05: P_S = 1.5627e-04, a^2/(4n^2) = 1.5625e-04
1s by direct integration, a = 0.9: E = 0.435890, P_S = 0.282055
1s by direct integration, a = 0.999: E = 0.044710, P_S = 0.477645
1s1/2, a = 1: |E| = 0.00000, integrated P_S = 0.50000, limit formula = 0.50000
2s1/2, a = 1: |E| = 0.70711, integrated P_S = 0.14645, limit formula = 0.14645
2p1/2, a = 1: |E| = 0.70711, integrated P_S = 0.14645, limit formula = 0.14645
2p3/2, a = 1: |E| = 0.86603, integrated P_S = 0.06699, limit formula = 0.06699
```
